# Electric-Enthalpy Gradient on a k Mesh: Dual States and Neighbour Coupling

## The situation

An insulating crystal in a weak uniform electric field $\mathcal E$ polarizes and then appears to sit still. An electron of charge $-e$ has potential energy $+e\mathcal E x$, which is not periodic and has no lower bound in an infinite crystal. The Hamiltonian therefore has no ground state from which the polarized insulator could be read off.

The Souza–Iniguez–Vanderbilt approach keeps Bloch-like occupied states and minimizes

$$F=E-V\,\mathbf P\cdot\boldsymbol{\mathcal E},$$

where $E$ is the energy per cell without the field coupling, $V$ the cell volume and $\mathbf P$ the Berry-phase polarization of the same states. The minimum sought is local: it describes a polarized insulator that has not yet broken down. Finding it requires the derivative of $F$ with respect to the states. The ions and the macroscopic field are held fixed, so the ionic part of $\mathbf P$ adds a constant to $F$ and is dropped.

## One band in one dimension

Let the period be $a$, with $N$ points $k_j=j\Delta k$, $\Delta k=2\pi/(Na)$. The Bloch states are $\psi_k=e^{ikx}u_k$, with $u_k$ periodic and normalized over a cell. Since $\psi_{k+2\pi/a}=\psi_k$, the mesh closes with

$$u_{k+2\pi/a}=e^{-2\pi i x/a}u_k .$$

**Polarization.** In a smooth gauge obeying this closure, write $u_k$ through a localized Wannier function $w$:

$$u_k(x)=\sum_R e^{-ik(x-R)}w(x-R).$$

The operator $i\partial_k$ multiplies each term by $x-R$. In the cell integral $\langle u_k|i\partial_ku_k\rangle$, the term with $R$ in the bra and $R'$ in the ket carries $e^{ik(R'-R)}$. Integration over $k$ turns this factor into $(2\pi/a)\delta_{RR'}$, and the sum over $R$ extends the cell integral to all space:

$$\int dk\,\langle u_k|i\partial_k u_k\rangle=\frac{2\pi}{a}\int x|w(x)|^2dx=\frac{2\pi}{a}\bar x .$$

On the mesh, let $s_j=\langle u_j|u_{j+1}\rangle$. To first order, $\ln s_j=\Delta k\langle u_j|\partial_ku_j\rangle$. Normalization makes this imaginary, so $\mathrm{Im}\ln s_j=-\Delta k\langle u_j|i\partial_ku_j\rangle$. The link phases thus sum to $-2\pi\bar x/a$ as $\Delta k\to0$. With $f$ electrons per band the dipole per cell is $-ef\bar x$, which suggests the mesh definition

$$p=\frac{efa}{2\pi}\,\phi,\qquad \phi=\sum_j\mathrm{Im}\ln s_j .$$

A change of logarithm branch shifts $p$ by a multiple of $efa$. This constant has no derivative.

**Derivative.** Change $u_j$ alone by $\delta u$. Two links respond: $\delta s_j=\langle\delta u|u_{j+1}\rangle$ and $\delta s_{j-1}=\langle u_{j-1}|\delta u\rangle$. Therefore

$$\delta\phi=\mathrm{Im}\frac{\langle\delta u|u_{j+1}\rangle}{\langle u_j|u_{j+1}\rangle}+\mathrm{Im}\frac{\langle u_{j-1}|\delta u\rangle}{\langle u_{j-1}|u_j\rangle}.$$

In the second term use $\mathrm{Im}\,z=-\mathrm{Im}\,z^*$, which puts $\delta u$ into the bra and reverses the sign:

$$\delta\phi=\mathrm{Im}\langle\delta u|\tilde u_+-\tilde u_-\rangle,\qquad |\tilde u_\pm\rangle=\frac{|u_{j\pm1}\rangle}{\langle u_j|u_{j\pm1}\rangle}.$$

**Limit 1: a rigid orbital.** With a single point orbital at $x_0$ in each cell, $u_k$ has one component, $e^{-ikx_0}$. Each link gives $e^{-i\Delta kx_0}$, so $\phi=-2\pi x_0/a$ and $p=-efx_0$, as it should. Moreover $\tilde u_+=\tilde u_-=u_j$, and the derivative vanishes: one orbital has no freedom to polarize.

**Limit 2: a fine mesh.** In a smooth gauge,

$$\tilde u_\pm=\frac{u\pm\Delta k\,\partial_ku+\dots}{1\pm\Delta k\langle u|\partial_ku\rangle+\dots}
=u\pm\Delta k\big(\partial_ku-u\langle u|\partial_ku\rangle\big)+O(\Delta k^2).$$

The terms even in $\Delta k$ cancel in the difference, and $(\tilde u_+-\tilde u_-)/(2\Delta k)$ tends to $(1-|u\rangle\langle u|)\partial_ku$. This is a derivative with its component along $u$ removed. The division by the overlap performs the removal.

## Several bands: the number becomes a matrix

For $M$ occupied bands, the sum of the Wannier centres replaces $\bar x$. Define

$$S_{nm}(k,k')=\langle u_{nk}|u_{mk'}\rangle .$$

For neighbouring points in a smooth gauge, $S=1+\Delta k\,\langle u_n|\partial_ku_m\rangle+\dots$, so $\ln\det S$ is to first order the sum of the single-band terms. Hence $\phi=\sum_j\mathrm{Im}\ln\det S(k_j,k_{j+1})$.

The determinant also removes the arbitrariness of the states. If the occupied states at each $k_j$ are mixed by an invertible matrix $A_j$, then

$$\det S(k_j,k_{j+1})\to(\det A_j)^*\det S(k_j,k_{j+1})\det A_{j+1}.$$

Around the closed string each $\det A_j$ meets its own conjugate. The product gains positive factors $|\det A_j|^2$, and its phase is unchanged.

To differentiate, factor out $S$:

$$\det(S+\delta S)=\det S\,\det(1+S^{-1}\delta S)=\det S\,[1+\mathrm{Tr}(S^{-1}\delta S)+\dots].$$

The last step holds because, to first order, only the diagonal product in the determinant contributes. Thus $\delta\ln\det S=\mathrm{Tr}(S^{-1}\delta S)$, provided $S$ is invertible.

For the forward link, $\delta S_{nm}=\langle\delta u_{nk}|u_{m,k+}\rangle$, where $k\pm$ denotes $k\pm\Delta k$. The trace is

$$\sum_{nm}(S^{-1})_{mn}\langle\delta u_{nk}|u_{m,k+}\rangle=\sum_n\langle\delta u_{nk}|\tilde u_{n,k+}\rangle,$$

with

$$|\tilde u_{n,k\pm}\rangle=\sum_m\big[S^{-1}(k,k\pm)\big]_{mn}|u_{m,k\pm}\rangle .$$

For the backward link, $S(k-,k)=S(k,k-)^\dagger$. Its determinant is the conjugate of $\det S(k,k-)$, and its phase has the opposite sign. Repeating the trace calculation for $S(k,k-)$ gives

$$\delta\phi=\sum_n\mathrm{Im}\langle\delta u_{nk}|\tilde u_{n,k+}-\tilde u_{n,k-}\rangle .$$

The $\tilde u$ are called dual states because

$$\langle u_{lk}|\tilde u_{n,k\pm}\rangle=\sum_mS_{lm}(S^{-1})_{mn}=\delta_{ln}.$$

They span the neighbour's occupied space, but are labelled and scaled to match the states at $k$. For $M=1$ they reduce to the earlier quotient.

**Check on the gauge.** Rotate the neighbour's states by $B$, writing the states as columns: $u_{k+}\to u_{k+}B$ and $S\to SB$. Then $u_{k+}S^{-1}\to u_{k+}BB^{-1}S^{-1}$, so the dual states do not change. Rotate instead the states at $k$ by a unitary $A$: $S\to A^\dagger S$, $S^{-1}\to S^{-1}A$, and $\tilde u\to\tilde uA$. The dual states rotate together with the states whose gradient is sought. The bare difference $u_{k+}-u_{k-}$ has neither property, so it changes with arbitrary phases supplied by a diagonalization routine.

## Three dimensions and the full gradient

Take lattice vectors $\mathbf a_i$, reciprocal vectors $\mathbf b_i$ with $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$, and $N=N_1N_2N_3$ mesh points. The neighbours of $\mathbf k$ along axis $i$ are $\mathbf k\pm\mathbf b_i/N_i$, written $k\pm i$. Strings close with $u_{\mathbf k+\mathbf b_i}=e^{-i\mathbf b_i\cdot\mathbf r}u_{\mathbf k}$. I assume an ordinary insulator, whose occupied bands admit localized Wannier functions, and choose the logarithm branches continuously from string to string.

There are $N/N_i$ strings along axis $i$. Averaging over them gives the electronic dipole

$$V\mathbf P=\frac{ef}{2\pi}\sum_i\mathbf a_i\frac{N_i}{N}\sum_{\mathbf k}\mathrm{Im}\ln\det S(k,k+i).$$

For a point orbital at $\mathbf r_0$, every string along $i$ has phase $-\mathbf b_i\cdot\mathbf r_0$. Since $\mathbf r_0=\sum_i\mathbf a_i(\mathbf b_i\cdot\mathbf r_0)/2\pi$, the formula returns $-ef\mathbf r_0$, which fixes the sign and the factor $N_i/N$.

**Field part.** Vary the states at one $\mathbf k$. Each axis contributes its two links:

$$\delta(-V\mathbf P\cdot\boldsymbol{\mathcal E})=-\frac{ef}{2\pi}\sum_i\frac{N_i}{N}(\boldsymbol{\mathcal E}\cdot\mathbf a_i)\sum_n\mathrm{Im}\langle\delta u_{nk}|\tilde u_{n,k+i}-\tilde u_{n,k-i}\rangle .$$

Define the gradient by $\delta F=\sum_{nk}\langle\delta u_{nk}|G_{nk}\rangle+\text{c.c.}$ Because $\mathrm{Im}\,z=(z-z^*)/2i$, the part multiplying the bra acquires $1/2i$, and $-1/2i=i/2$.

**Energy part.** In a mean-field theory with a density functional,

$$E=\frac fN\sum_{nk}\langle u_{nk}|T_k|u_{nk}\rangle+E_{\rm int}[n],\qquad n(\mathbf r)=\frac fN\sum_{nk}|u_{nk}(\mathbf r)|^2,$$

where $T_k$ contains the kinetic energy and the ionic potential. The density change multiplies $v=\delta E_{\rm int}/\delta n$, so the bra derivative is $(f/N)(T_k+v)|u_{nk}\rangle=(f/N)H_k|u_{nk}\rangle$. Here $H_k$ is evaluated at the current density.

Adding the two parts,

$$\boxed{|G_{nk}\rangle=\frac fN\Big\{H_k|u_{nk}\rangle+\frac{ie}{4\pi}\sum_iN_i(\boldsymbol{\mathcal E}\cdot\mathbf a_i)\big[|\tilde u_{n,k+i}\rangle-|\tilde u_{n,k-i}\rangle\big]\Big\}}$$

The field term at $\mathbf k$ contains the states at $\mathbf k$ and at its nearest mesh neighbours along the reciprocal axes. No diagonal neighbour enters, because the polarization is a sum over axial links. The energy part also connects different $\mathbf k$, but through the shared density in $H_k$.

**One-dimensional limit.** There $Na/4\pi=1/(2\Delta k)$, and the field term is

$$|w_n\rangle=\frac{ie\mathcal E}{2\Delta k}\big(|\tilde u_{n,k+}\rangle-|\tilde u_{n,k-}\rangle\big).$$

On a fine mesh it becomes $e\mathcal E$ times $i\partial_k$, projected out of the occupied space. This is the potential $+e\mathcal Ex$ with $x$ represented by $i\partial_k$. The unbounded operator has been replaced by a difference between neighbours.

**Finite-difference test.** A two-dimensional oblique crystal with a density-dependent energy, a $5\times4$ mesh and non-orthonormal trial states was displaced in a random direction. The slope of the field energy is $0.00145054$ eV both from finite differences of the functional and from the dual states. Bare neighbours give $-0.09317$ eV. Simultaneous changes at two $k$ points leave a non-additive field energy of about $-2\times10^{-5}$ and $-1\times10^{-5}$ eV for the two axial neighbours tested. For a diagonal neighbour and a more distant point it is at rounding level.

## Orthonormal states

The formula above is the unconstrained derivative. At orthonormal states, split an allowed displacement at one $\mathbf k$ into

$$\delta u_n=\eta_n+\sum_mu_mA_{mn},\qquad\langle u_m|\eta_n\rangle=0.$$

Keeping $\langle u_m|u_n\rangle=\delta_{mn}$ to first order requires $A_{mn}+A_{nm}^*=0$, that is $A^\dagger=-A$.

By duality, $\langle u_m|\tilde u_{n,k+i}-\tilde u_{n,k-i}\rangle=\delta_{mn}-\delta_{mn}=0$. The field term is orthogonal to the occupied states, and

$$\langle u_m|G_n\rangle=\frac fN\langle u_m|H_k|u_n\rangle\equiv h_{mn},$$

which is Hermitian. The $A$ part of $\delta F$ is $2\,\mathrm{Re}\,\mathrm{Tr}(A^\dagger h)$. The conjugate of this trace is $\mathrm{Tr}(hA)=-\mathrm{Tr}(A^\dagger h)$, so its real part vanishes. What remains is $2\,\mathrm{Re}\sum_n\langle\eta_n|G_n\rangle$, and the constrained gradient is $Q_k|G_{nk}\rangle$ with $Q_k=1-\sum_m|u_{mk}\rangle\langle u_{mk}|$. The projector alters the $H_k$ term and leaves the field term as it is.

Setting this gradient to zero in one dimension gives

$$H_k|u_{nk}\rangle+|w_{nk}\rangle=\sum_m|u_{mk}\rangle\langle u_{mk}|H_k|u_{nk}\rangle .$$

At zero field this says that the occupied space is invariant under $H_k$. At finite field the part of $H_k|u_{nk}\rangle$ that leaves the occupied space balances the coupling to the neighbours.

When a stationary state follows a change of field, the change of the states contributes nothing to $dF$ at first order. The explicit field dependence remains, so in one dimension $dF/d\mathcal E=-p$.

**Where this fails.** If some $S$ is singular, the link phase and the dual states are undefined. A second restriction concerns the minimum. Moving an electron into the empty bands costs about the gap $E_g$, while carrying it a distance $L$ down the potential gains $e\mathcal EL$. On the mesh the reachable distance is limited. A distortion of the states that varies as $e^{-ikx}$ displaces the electron by $x$, and on it the difference $i(u_{k+}-u_{k-})/(2\Delta k)$ gives $\sin(\Delta k\,x)/\Delta k$ in place of $x$. This is at most $1/\Delta k=Na/2\pi$, which suggests the rough condition $e\mathcal ENa\lesssim2\pi E_g$. This is an estimate, not a derived threshold. It implies that refining the mesh at fixed field can eventually remove the minimum, although the gradient formula still holds wherever $S$ is invertible.

## A chain with two filled bands

The model has $a=5$ Å and four point orbitals at $-0.20,\,0.05,\,0.30,\,0.60$ cell lengths. Their energies are $-2,\,1.5,\,-1.5,\,2.5$ eV. Successive hoppings are $-1.0,-0.8,-1.2,-0.7$ eV, the last leading to the next cell. Two bands are filled with $f=2$. There is no interaction, hence no local-field effect, and the position operator is diagonal.

With $N=16$ and $\mathcal E=0.02$ V/Å, $\Delta k=0.07854$ Å$^{-1}$ and $e\mathcal E/\Delta k=0.25465$ eV. The product $e\mathcal ENa=1.6$ eV lies below the gap of $3.53$ eV.

**One gradient by hand.** Start from the zero-field states. At $k=0$ they are real:

$$u_1=(0.80124,\,0.29071,\,0.47299,\,0.22311).$$

The neighbour at $+\Delta k$ gives

$$S^{-1}=\begin{pmatrix}0.99998+0.00865i&-0.00403+0.00797i\\0.00377+0.00801i&1.00119-0.00229i\end{pmatrix}.$$

The second components of its two states are $0.28983-0.01191i$ and $0.03783+0.03260i$. The dual state $\tilde u_{1+}$ uses the first column of $S^{-1}$:

$$\begin{aligned}(\tilde u_{1+})_2&=(0.28983-0.01191i)(0.99998+0.00865i)\\&\quad+(0.03783+0.03260i)(0.00377+0.00801i)\\&=(0.28993-0.00940i)+(-0.00012+0.00043i)\\&\approx0.28981-0.00898i.\end{aligned}$$

The last digits follow the unrounded calculation. Since $H_{-k}=H_k^*$ in this model, the occupied space at $-\Delta k$ is the conjugate of that at $+\Delta k$. The states at $k=0$ are real and the dual states do not depend on the neighbour's gauge, so $\tilde u_-=\tilde u_+^*$. Hence

$$w_n=\frac{ie\mathcal E}{2\Delta k}(2i\,\mathrm{Im}\,\tilde u_{n+})=-\frac{e\mathcal E}{\Delta k}\mathrm{Im}\,\tilde u_{n+},$$

and $(w_1)_2=-0.25465\times(-0.00898)=0.00229$ eV. The full vector is $w_1=(-0.00066,\,0.00229,\,-0.00068,\,0.00085)$ eV. Its product with $u_1$ is

$$-0.00053+0.00067-0.00032+0.00019=0.00001\ \text{eV},$$

zero within the rounding of the components.

The change of the orbital weights must be read from both bands together. The second state $(-0.54189,\,0.03692,\,0.82712,\,0.14445)$ sits mainly on the third orbital, and its field vector has components $-0.00889$ and $+0.00889$ eV on the second and fourth. Zero-field eigenstates have no projected $H_k$ term, so descent starts along $-w_2$. In this band it increases the amplitude on the second orbital and reduces it on the fourth. The first band, moving along $-w_1$, loses more weight on the second orbital than the second band gains there. For a small step $-\lambda w_n$ in both bands, the weight on orbital $i$ changes by $-2\lambda\sum_n(u_n)_i(w_n)_i$. For the four orbitals this is $\lambda$ times $+0.0022,\,-0.0007,\,+0.0014,\,-0.0029$ eV. Weight moves mainly from the fourth orbital to the first and third. This does not fix the direction of the shift. The fourth orbital at $0.60$ is also bonded to the first orbital of the next cell at $0.80$, and counting that one as part of the cell leaves the weights unchanged but turns their position-weighted sum from $-0.0018\lambda$ into $+0.0004\lambda$. The direction follows from the Berry phase instead: a step $-\lambda w_{nk}$ at every $k$ leaves $E$ unchanged to first order, since $w$ is orthogonal to the occupied eigenstates, and changes the field term by $-2\lambda(f/N)\sum_{nk}\langle w_{nk}|w_{nk}\rangle<0$. Thus $-\mathcal E\Delta p<0$: the dipole grows along the field, and the electrons move against it.

**The polarized state.** Repeated steps along the negative projected gradient, with orthonormality restored after each, converge in 20 steps. The induced dipole is $\Delta p=0.0062505\,e$Å per cell. The energy terms, relative to zero field, are

$$\Delta E=0.06244\ \text{meV},\qquad-\mathcal E\Delta p=-0.12501\ \text{meV},\qquad\Delta F=-0.06257\ \text{meV}.$$

Here $F$ is measured with the zero-field dipole subtracted. For a linear response $\Delta p=\alpha\mathcal E$, integrating $dF/d\mathcal E=-\Delta p$ gives $\Delta F=-\alpha\mathcal E^2/2$: half the field energy gained is spent on distorting the states. The small departure from one half is nonlinear. The weak-field polarizability on this mesh, $0.313522\,e$Å$^2$/V, predicts $0.0062704\,e$Å. The remaining $-0.0000199\,e$Å, read as a term $\beta\mathcal E^2$, gives

$$\Delta F=-\tfrac12(0.0062704)(0.02)+\tfrac13(0.0000199)(0.02)=-6.257\times10^{-5}\ \text{eV},$$

in agreement with the computed value. A quadratic term is allowed because the chain has no inversion symmetry.

**A limit without Berry phases.** Open chains can be diagonalized directly with the potential $+e\mathcal Ex$. Subtracting the responses of two lengths removes the contribution of the ends and gives $\alpha=0.314525\,e$Å$^2$/V per cell. The mesh values for 8, 16 and 32 points are $0.310544$, $0.313522$ and $0.314274$. Relative to the open-chain value they are low by $1.3\%$, $0.32\%$ and $0.08\%$.

The factor near four per doubling follows from the functional. Let $g(\Delta)=\int dk\,\mathrm{Im}\ln\det S(k,k+\Delta)$. Exchanging the two points reverses the phase, and shifting $k$ restores the integral, so $g(-\Delta)=-g(\Delta)$. For given smooth states the dipole is proportional to $g(\Delta k)/\Delta k$, which is even in $\Delta k$. The relaxed states depend on the mesh as well, but to first order in the field only through $w_n$ evaluated at the zero-field states, and $w_n$ is unchanged under $\Delta k\to-\Delta k$ because its prefactor and its difference both change sign. The polarizability $\alpha$ is thus even in $\Delta k$ too. Its leading mesh error is therefore of order $\Delta k^2$, or $1/N^2$; replacing the integral of a smooth periodic function by a mesh sum adds an error that falls faster than any power. The numerical check asserts this reduction from 16 to 32 points, the finite-difference slopes and the relation $dF/d\mathcal E=-\Delta p$.

## Calculated quantities

```
2D TEST: mesh (5, 4)  field (V/A): [ 0.03 -0.02]
field-term slope, finite difference (eV): 0.00145054
field-term slope, dual states (eV):       0.00145054
field-term slope, bare neighbours (eV):   -0.09317208
total slope, finite difference / formula (eV): -0.3828328 / -0.3828328
constrained slope, same pair (eV): 0.2742859 / 0.2742859
largest gauge-covariance error (eV): 2.9e-18
mixed difference, k points (1,1) and (2, 1) (eV): -2.03e-05
mixed difference, k points (1,1) and (1, 2) (eV): -1.12e-05
mixed difference, k points (1,1) and (2, 2) (eV): 2.30e-19
mixed difference, k points (1,1) and (3, 1) (eV): 3.79e-19
CHAIN: cell length (A): 5.0  k points: 16  field (V/A): 0.02
orbital positions (cell lengths): [-0.2   0.05  0.3   0.6 ]
site energies (eV): [-2.   1.5 -1.5  2.5]  hoppings (eV): [-1.0, -0.8, -1.2, -0.7]
zero-field gap (eV): 3.5274
e*field*cell length*k points (eV): 1.6000
dk (1/A): 0.078540   e*field/dk (eV): 0.254648
u_1 at k=0: 0.80124  0.29071  0.47299  0.22311
u_2 at k=0: -0.54189  0.03692  0.82712  0.14445
u_1 at k=dk: 0.80349+0.00000i  0.28983-0.01191i  0.47014-0.00801i  0.22164-0.00628i
u_2 at k=dk: -0.53782-0.01168i  0.03783+0.03260i  0.82829+0.00000i  0.14400-0.03633i
S row 1: 0.99987-0.00865i  0.00397-0.00799i
S row 2: -0.00382-0.00797i  0.99873+0.00229i
inverse S row 1: 0.99998+0.00865i  -0.00403+0.00797i
inverse S row 2: 0.00377+0.00801i  1.00119-0.00229i
dual state 1 from k=dk: 0.80153+0.00260i  0.28981-0.00898i  0.47333+0.00269i  0.22252-0.00335i
dual state 2 from k=dk: -0.54173-0.00406i  0.03688+0.03491i  0.82744+0.00188i  0.14324-0.03491i
field vector 1 at k=0 (eV): -0.00066  0.00229  -0.00068  0.00085
field vector 2 at k=0 (eV): 0.00103  -0.00889  -0.00048  0.00889
descent steps: 20   final residual (eV): 4.3e-13
induced dipole per cell (e A): 0.0062505
rise of E per cell (meV): 0.062439
field term per cell (meV): -0.125009
change of F per cell (meV): -0.062570
-dF/dfield from relaxed enthalpies (e A): 0.0062505
probe field for polarizability (V/A): 0.002
polarizability, 8 k points (e A^2/V): 0.310544  minus open-chain value: -0.003981
polarizability, 16 k points (e A^2/V): 0.313522  minus open-chain value: -0.001003
polarizability, 32 k points (e A^2/V): 0.314274  minus open-chain value: -0.000251
polarizability, open chains (e A^2/V): 0.314525
error ratio, 16 to 32 k points: 3.9922
```
